The inverse Faraday field from the dielectric tensor of a transparent magnet

Q: You say that circularly polarized light can act on the magnetization of a transparent magnet like a static magnetic field. The light oscillates a few hundred trillion times a second and is not absorbed. Where could a steady field come from?

A: From the dependence of the optical response on the magnetization M. If turning M changes the energy of light in the medium, the light exerts a torque on M. I need the form of that dependence, then the right energy.

Fields are written Re[E exp(−iωt)], and the amplitudes obey D_i = ε₀ ε_ij E_j. M is nearly constant over an optical cycle. The mean absorbed power density is

½ Re[E*·(−iωD)] = (ωε₀/2) Im(E*·ε·E).

Transparency means that this vanishes for every E, so ε_ij is Hermitian.

Without loss, the reversed motion is also possible, provided M is reversed. Running time backwards turns the amplitudes E, D into E*, D*. Hence D* = ε₀ε(−M)E*, while conjugating the original relation gives D* = ε₀ε(M)*E*. Therefore

ε(−M) = ε(M)*.

The part odd in M is thus imaginary, and being Hermitian it is antisymmetric. An antisymmetric tensor has three components, equivalent to a vector. In an isotropic medium, and to first order, that vector must be parallel to M:

ε_ij = ε δ_ij + iα e_ijk M_k, D = ε₀(εE + iα E×M).

Here e_ijk is the antisymmetric unit tensor, and ε and α are real functions of ω.

Q: Then take the electric energy density, differentiate it with respect to M, and you are done.

A: Which energy, and with what held fixed? That choice decides the sign. Start with the energy of a dispersive medium. Let the amplitude E vary slowly. A component at ω+ν sees ε(ω+ν) ≈ ε + ν ∂ε/∂ω, and ν acts on the amplitude as i d/dt, so

D = ε₀[εE + i(∂ε/∂ω) dE/dt].

The amplitude of the time derivative of the real D field is −iωD + dD/dt. To first order in slowness this is

ε₀[−iωεE + ω(∂ε/∂ω) dE/dt + ε dE/dt] = ε₀[−iωεE + (∂(ωε)/∂ω) dE/dt].

The mean power is half the real part of E* times this. The first term drops out because E*·ε·E is real. The second is a total time derivative because ∂(ωε)/∂ω is Hermitian. With the magnetic part added, the energy is

W = ¼ ∫ [ε₀ E*·(∂(ωε)/∂ω)·E + μ₀|H|²] dV.

If M turns, E does not stay fixed by itself. What stays fixed, for a lossless mode of frequency Ω whose parameters change slowly, is the action W/Ω, as for any slowly changed oscillator. The energy then changes by

δW = W δΩ/Ω.

Q: That only moves the problem. You now need the frequency shift, in a medium with dispersion.

A: It follows from Maxwell's equations. Take a mode in a closed lossless cavity or a periodic box:

∇×E = iωμ₀H, ∇×H = −iωε₀ εE.

Change M a little, and let δε be the change of the tensor at fixed frequency. Then

∇×δE = iμ₀(δω H + ω δH),
∇×δH = −iε₀[δω (∂(ωε)/∂ω)E + ω δε E + ωε δE].

Multiply the first by H*, the second by E*, and integrate. Integration by parts moves the curls onto H* and E*, and the surface terms vanish:

∫H*·∇×δE = ∫δE·∇×H* = iωε₀ ∫E*·ε·δE,
∫E*·∇×δH = ∫δH·∇×E* = −iωμ₀ ∫H*·δH.

The first line uses that ε is Hermitian. Equating both forms of each integral and removing factors of i gives

ωε₀∫E*·ε·δE = μ₀δω∫|H|² + ωμ₀∫H*·δH,
ωμ₀∫H*·δH = ε₀∫[δω E*·(∂(ωε)/∂ω)·E + ω E*·δε·E + ω E*·ε·δE].

Insert the second line into the first. The terms with δE cancel, leaving

0 = 4W δω + ωε₀∫E*·δε·E.

So δΩ/Ω = −(ε₀/4)∫E*·δε·E / W, and at fixed action

δW = −(ε₀/4) ∫E*·δε·E dV.

Both W and the frequency derivative have cancelled. The slow potential energy density for M is

φ(M) = −(ε₀/4) E*·ε(M)·E,

differentiated with the amplitudes E held fixed.

Q: Two circular waves have the same frequency at zeroth order. Does the perturbation not mix them?

A: Mixing would need a nonzero E₊*·δε·E₋ = iα δM·(E₊*×E₋). For waves along z, E₊* and E₋ are both proportional to (1, −i, 0), so their cross product is zero. A uniform δε does not couple opposite wavevectors either. The circular waves therefore keep their identity to first order. Terms quadratic in M can still mix them over a long path, so the film must be thin enough for that to be negligible.

Q: I would still like evidence that this potential drives a real spin, and that the naive energy does not.

A: Take a unit charge of unit mass on a spring with ω₀ = 1, coupled to a classical spin S of length 1 by ζ S·(r×p), with ζ = 0.02. Drive it at ω = 0.6 with a circular field that turns from x towards y, with peak |E| = 0.3 (so the real rotating vector has length 0.3/√2) and envelope exp(−t²/2T²), T = 60. The spin starts along x. Integrating the coupled equations of motion turns it by 0.14097 rad. Differentiating the separately computed polarizability tensor, as φ prescribes, predicts 0.14058 rad. The difference is 0.3% of the prediction and comes from the pulse bandwidth: the mean squared detuning is 1/(2T²), and averaging the function g defined below over the spectrum raises it by ½(g″/g)/(2T²) = 0.28%. This is about seven times the squared relative bandwidth, because ω = 0.6 is not far below the resonance.

Differentiating the electric part of W at fixed E predicts −0.5985 rad, wrong in sign and about four times too large. The factor can be traced. For a circular wave and S along z, passing to the frame turning with the coupling replaces ω by ω−σζS, so the polarizability is 1/[ω₀²−(ω−σζS)²], where σ = ±1 is the sense of rotation. Its part linear in S is proportional to g = ω/(ω₀²−ω²)². The naive energy replaces −g by ∂(ωg)/∂ω, and

∂(ωg)/∂ω = g[2 + 4ω²/(ω₀²−ω²)] = 4.25 g.

The ratio is thus −4.25 to first order in ζ.

The frequency-shift formula was tested too, in a medium with ε = 1 + 0.5χ, where χ is this polarizability. Finding the mode frequency numerically as S changes, and taking the action W/Ω as fixed, gives an energy slope of 7.32424×10⁻³; −¼ ∂ε/∂S gives 7.32422×10⁻³, in units with ε₀ = 1 and unit |E|².

Q: Very well. What field does the potential give?

A: Use E*·(E×M) = M·(E*×E):

φ = −(ε₀/4)[ε|E|² + iα M·(E*×E)].

The effective field is minus the derivative with respect to M:

B_eff = −∂φ/∂M = (iε₀α/4) E*×E.

Any dependence of φ on |M| alone would add a field along M, which has no torque. For a wave travelling along +z, write

E = E₀(x̂ + iσŷ)/√2, σ = ±1.

For σ = +1 the real field turns from x towards y. The cross product has the z component

E_x*E_y − E_y*E_x = (E₀²/2)(iσ + iσ) = iσE₀².

Multiplying by iε₀α/4 gives

B_eff = −σ(ε₀α/4) E₀² ẑ.

It reverses with σ. For linear polarization E is a real vector times a phase, so E*×E = 0 and the field vanishes.

The intensity inside the magnet is I = ½ε₀cnE₀², because |H| = nE₀/(μ₀c), with n = √ε. Substituting E₀² = 2I/(ε₀cn),

B_eff = −σ αI/(2cn) ẑ.

Q: I cannot look up α. Can it be measured?

A: Yes, through the Faraday rotation with M along +z. For a circular wave, E×ẑ = (E_y, −E_x) is proportional to (iσ, −1) = iσ(1, iσ). Hence D = ε₀(ε − σαM)E, and

n_σ² = ε − σαM, n_σ ≈ n − σαM/(2n).

The wavenumbers are k_σ = k − σκ, with κ = ωαM/(2cn). A wave polarized along x is half the sum of the two circular waves. After a distance z, apart from the common factor exp(ikz),

E_x ∝ ½[exp(−iκz) + exp(iκz)] = cos κz,
E_y ∝ (i/2)[exp(−iκz) − exp(iκz)] = sin κz.

The polarization turns from x towards y by κ per unit length, so the specific rotation is θ = ωαM/(2cn). Eliminating α gives

B_eff = −σ θI/(ωM) ẑ.

The index has dropped out. As I/(ħω) is the photon flux, B_eff M equals −σħθ times that flux: the two Faraday effects are one coupling read in two directions.

Q: So at a given intensity, a lower frequency gives a larger field?

A: Not in general, because θ also depends on ω. Real fields require ε(−ω) = ε(ω)*, so α is odd in ω. If it is regular at ω = 0, then α ∝ ω well below the resonances. There θ ∝ ω², and B_eff ∝ ω at fixed I and n: this dielectric part of the field goes to zero for slow fields. The magnetic field of the light adds a second part, derived below, which grows as 1/ω at fixed I and n as long as ω stays far above the magnetic resonances, so the total can rise again at low frequency. Towards an electronic resonance α grows, but absorption sets in and the response no longer follows the envelope, so the derivation fails.

Q: And what does the magnetization do during a very short pulse?

A: I use dM/dt = −γM×B with γ > 0. Let M lie along x. Since x̂×ẑ = −ŷ, a field B along z gives dM_y/dt = γMB. If the pulse is much shorter than the precession period, the other fields have no time to act, and M turns in the plane by

Δφ = γ∫B_eff dt = −σγθF/(ωM),

where F = ∫I dt is the fluence. The duration matters only through the conditions of validity. M_z does not change during this step, since a field along z has no torque along z. If M is parallel to the beam, this field exerts no torque.

Afterwards, suppose a thin film with bias field B₀ along x, demagnetizing field −μ₀M m_z ẑ, no anisotropy and no damping. Here m is the unit vector along the magnetization. With m ≈ (1, m_y, m_z), linearization gives

dm_y/dt = −γ(B₀ + μ₀M) m_z, dm_z/dt = γB₀ m_y.

The angular frequency is γ√[B₀(B₀+μ₀M)], and B₀m_y² + (B₀+μ₀M)m_z² is conserved. Starting from m_y = Δφ and m_z = 0, the out-of-plane amplitude is

|Δφ| √[B₀/(B₀+μ₀M)].

Q: Give me numbers for a real transparent magnet.

A: Take rough values in the regime of yttrium iron garnet at room temperature and 1300 nm: n = 2.2, M = 140 kA/m, and a dielectric rotation of 150 deg/cm, or 261.8 rad/m. The pulse has σ = +1, a Gaussian intensity profile of 100 fs full width at half maximum, and a fluence of 10 mJ/cm² = 100 J/m² inside the film. The bias is 100 mT.

The peak intensity is

I = √(4 ln2/π) F/τ = 0.939 × 100/10⁻¹³ = 9.39×10¹⁴ W/m²,

or 93.9 GW/cm². With ω = 1.449×10¹⁵ rad/s,

|B_eff| = 261.8 × 9.39×10¹⁴/(1.449×10¹⁵ × 1.4×10⁵) = 1.21×10⁻³ T = 1.21 mT.

The turn, with γ = 1.759×10¹¹ rad/(s T), is

|Δφ| = 1.759×10¹¹ × 261.8 × 100/(1.449×10¹⁵ × 1.4×10⁵) = 2.27×10⁻⁵ rad.

Integrating the precession equation through the pulse, with bias and demagnetizing fields present, gives −22.7 μrad, which confirms the short-pulse formula, including the sense of the turn in the given field. The film then precesses at 4.65 GHz with an out-of-plane amplitude of 13.7 μrad.

Q: That is tiny. Could a stronger pulse switch the film?

A: Not by this route under these conditions. Linear extrapolation puts a 1 rad turn at 441 J/cm², far above the order of 1 J/cm² (a rough figure) at which oxides are damaged by such pulses. The formula shows what would help: a larger θ/(ωM) at a wavelength that is still transparent. A small net M alone is no recipe, because θ can fall with it.

Q: You have ignored the magnetic field of the light. It acts on the spins directly.

A: It does, and here it is not small. Inside the magnet it rotates with magnitude b = nE₀/(c√2):

b(t) = b(cos ωt, σ sin ωt, 0).

Its first-order effect is a wobble, δM = −γM×β, with β = ∫b dt = (b/ω)(sin ωt, −σ cos ωt, 0). The wobble feels the field again, and the mean rate of change is

−γ⟨δM×b⟩ = γ²⟨(M×β)×b⟩ = γ²⟨β(M·b) − M(β·b)⟩.

The averages are ⟨β·b⟩ = 0, ⟨β_x b_y⟩ = σb²/(2ω) and ⟨β_y b_x⟩ = −σb²/(2ω); the diagonal ones vanish. The result is

γ²σb²/(2ω) (M_y, −M_x, 0) = γ²σb²/(2ω) M×ẑ.

Comparison with −γM×B gives a second effective field,

B_g = −σγb²/(2ω) ẑ.

In a test with γ = ω = 1, peak b = 0.1, and the envelope used for the oscillator, direct integration gives a drift of −0.5309 rad; the formula gives −0.5317 rad.

The same motion also rotates the polarization. For M along z, −iω δM = −γM ẑ×b, so δM = i(γM/ω) b×ẑ. With b = μ₀H, the permeability for circular waves is 1 − σγμ₀M/ω, and the index is n_σ ≈ n[1 − σγμ₀M/(2ω)]. Hence

θ_g = (ω/2c)(n₋ − n₊) = nγμ₀M/(2c).

Now insert b² = n²E₀²/(2c²) = nI/(ε₀c³) into B_g and use 1/(ε₀c²) = μ₀:

|B_g| = γnμ₀I/(2cω) = θ_g I/(ωM).

It is the same relation. Here θ_g = 65.1 deg/cm and |B_g| = 0.526 mT, with the same sign as the dielectric field. The sum is 1.74 mT, 43% above the dielectric field alone. The turn and the out-of-plane amplitude grow by the same factor, to about 33 μrad and 20 μrad, and the linear estimate for a 1 rad turn falls to about 310 J/cm², still far above damage. To get the combined field, use the total measured rotation; to isolate the part due to the dielectric tensor, subtract θ_g first.

Q: And the terms quadratic in M, which you dropped from the tensor?

A: An isotropic term gM_iM_j adds −(ε₀g/4)|E·M|² to φ, and hence the field

B₂ = (ε₀g/2) Re[E*(E·M)].

With M along x, the part across M is (ε₀gM/2)Re(E_y*E_x) along y. For perfect circular light E_y*E_x is imaginary, so this part vanishes. If a fraction s of the light, as a Stokes component, is linear at 45° to M, then Re(E_y*E_x) = sE₀²/2, and the part is ε₀gMsE₀²/4. The same term gives a birefringence Δn = gM²/(2n). Dividing by ε₀αE₀²/4 and using α = 2cnθ/(ωM),

|B₂y/B_eff| = s gM/α = sΔn ω/(cθ).

For a rough Δn = 2×10⁻⁵ and an assumed s = 0.05 this is 1.8%, or 0.022 mT. It is an inverse Cotton-Mouton field, and it tips M out of the plane directly, without the factor √[B₀/(B₀+μ₀M)], so its out-of-plane amplitude is about 3% of the dielectric one. The birefringence also makes entering circular light slightly elliptic, with s reaching Δn ωz/c ≈ 10⁻³ after 10 μm. If M is oblique to the beam, even circular light exerts a quadratic torque. In a crystal, which has further quadratic constants, it can do so for M across the beam as well; in a cubic crystal this needs a beam direction such as [110], since for [001] and [111] the torque vanishes by symmetry.

Q: "Transparent" is also an idealization. What about heat and ionization?

A: With a rough upper absorption of 1/cm, the 10 μm film absorbs 0.10% of the pulse and warms by 3.3 mK, for a heat capacity of 3 J/(cm³ K). For two-photon absorption I assume a coefficient of 0.1 cm/GW, which is an allowance, not a known value. Applying its peak rate to the whole fluence bounds that heating by 31 mK. Three-photon absorption is not included, although three photons carry 2.86 eV, just above the rough gap of 2.8 eV, and two do not reach it. At a rough loss of 0.2% of M per kelvin, these two sources shrink M by at most 6.9×10⁻⁵ under these assumptions.

That fraction is about twice the combined turn angle in radians. It gives no torque here, because M, the bias and the equilibrium are all along x. In a film magnetized obliquely, heating changes the demagnetizing field and can start a precession too. If circular dichroism is negligible, that precession does not depend on helicity, and comparing σ = +1 with σ = −1 at equal fluence separates it from the one driven by the effective field.

The amplitude E₀ is 5.67 MV/cm, so the real rotating field has length E = E₀/√2 = 4.0 MV/cm. With a rough gap E_g = 2.8 eV, the Keldysh parameter ω√(mE_g)/(eE) is 14 for the free electron mass and about 5 for a reduced mass ten times smaller. Both are above 1, so tunnelling is not the main ionization route. The relative rms bandwidth is 0.0081. For a coefficient that varies smoothly on the scale of ω, the correction is of the order of its square, 7×10⁻⁵.

Q: How far would you trust the result for an actual garnet film?

A: As an estimate of size. The inputs are typical of the garnet to roughly the digits given, and the two rotations add up to 215 deg/cm, near the rough 200 deg/cm expected at this wavelength. The largest omission I have sized is the gyromagnetic field, which raises 1.2 mT to 1.7 mT. The fluence is the value inside: a bare surface reflects [(n−1)/(n+1)]² = 14%, so about 11.6 mJ/cm² must arrive from outside, with the reflection from the back face left out. Reflected light keeps its sense of rotation and adds to the field, by roughly 20% in a free-standing film and about 1% on a substrate of index near 1.9. Real garnet also has crystal anisotropy, which shifts the precession frequency, and more than one magnetic sublattice. I treated the sublattices as rigidly collinear; light that turns them by different amounts would also excite their relative motion, which this calculation does not size. The remaining values are in the numerical output.

Table of computed values

```
MODEL TESTS (dimensionless)
spin turn, time integration: 0.14097 rad
spin turn, from tensor: 0.14058 rad
spin turn, wrong fixed-E energy: -0.59850 rad
mode energy slope, fixed action: 7.324235e-03
mode energy slope, from tensor: 7.324221e-03
rotating-field drift, integrated: -0.53087 rad
rotating-field drift, formula: -0.53174 rad
EXAMPLE INPUTS (rough)
wavelength: 1300 nm
refractive index: 2.2
magnetization: 140 kA/m
dielectric rotation: 150 deg/cm
fluence inside: 10 mJ/cm2
pulse length FWHM: 100 fs
film thickness: 10 um
bias field: 100 mT
EXAMPLE RESULTS
angular frequency: 1.4490e+15 rad/s
photon energy: 0.954 eV
rotation: 261.8 rad/m
alpha*M: 2.383e-04
alpha: 1.702e-09 m/A
gamma: 1.7588e+11 rad/(s T)
peak intensity: 93.9 GW/cm2
field amplitude E0: 5.67 MV/cm
film rotation, Maxwell modes: 2.6180 mrad
peak effective field: 1.212 mT
turn of M, size by formula: 22.70 urad
turn of M, integrated: -22.70 urad
resonance frequency: 4.65 GHz
out-of-plane amplitude: 13.66 urad
fluence for 1 rad (linear): 441 J/cm2
NEGLECTED EFFECTS
gyromagnetic rotation: 65.1 deg/cm
gyromagnetic field: 0.526 mT
sum of both fields: 1.738 mT
linear birefringence (rough): 2e-05
linear Stokes fraction (assumed): 0.05
inverse Cotton-Mouton field: 0.0224 mT
absorption (rough upper): 1 /cm
absorbed in film, linear: 0.10 %
two-photon coeff (assumed): 0.10 cm/GW
two-photon loss at peak: 9.4 /cm
heat capacity (rough): 3 J/(cm3 K)
heating, linear: 3.33 mK
heating, two-photon bound: 31.3 mK
M loss per K (rough): 0.2 %
loss of M by heat: 6.9e-05
gap (rough): 2.8 eV
Keldysh parameter: 14.4
relative rms bandwidth: 0.0081
bandwidth squared: 6.6e-05
```
